# Acoustic-Phonon Mobility of a Single-Subband Wire: Area and Temperature Dependence: test program

```python
"""
Acoustic-phonon-limited mobility of a nondegenerate single-subband wire.

Result under test:
  mu = sqrt(2/pi) e hbar^2 c A_eff / (m^(3/2) D^2 sqrt(kB T))
c = density * sound_speed^2 is the longitudinal stiffness, D the deformation
potential, m the mass, and A_eff = 1 / integral(|psi|^4 dx dy) the overlap area
of the transverse state psi. A hard-wall rectangle of area A has A_eff = 4 A/9.

The independent road is a matrix solution of the inelastic Boltzmann equation,
with bulk phonons, Bose factors and forward as well as backward scattering.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import j0, jn_zeros

hbar, kB, e, m0 = const.hbar, const.k, const.e, const.m_e
nm = 1e-9

# Round model parameters, roughly in the regime of an n-type silicon wire.
width = 6 * nm
temperature = 300.0
mass = 0.2 * m0
deformation = 9.0 * e
density = 2300.0
sound_speed = 9000.0
stiffness = density * sound_speed**2
thermal_energy = kB * temperature


def formula_mobility(side, temp):
    overlap_area = 4 * side**2 / 9
    return (np.sqrt(2 / np.pi) * e * hbar**2 * stiffness * overlap_area
            / (mass**1.5 * deformation**2 * np.sqrt(kB * temp)))


# Fourier transform of the hard-wall probability density, by quadrature.
# The dimensionless variable is wave number times wire width.
s_grid = np.linspace(0, 50, 5001)
x_mid = (np.arange(400) + 0.5) / 400 - 0.5
probability = 2 * np.cos(np.pi * x_mid)**2
transform = np.cos(np.outer(s_grid, x_mid)) @ probability / len(x_mid)
angles = (np.arange(180) + 0.5) * (np.pi / 2) / 180
angular_overlap = np.zeros_like(s_grid)
for angle in angles:
    gx = np.interp(s_grid * np.cos(angle), s_grid, transform)
    gy = np.interp(s_grid * np.sin(angle), s_grid, transform)
    angular_overlap += (gx * gy)**2 * 2 * np.pi / len(angles)
overlap_from_phonons = (trapezoid(s_grid * angular_overlap, s_grid)
                        / (4 * np.pi**2))
overlap_from_state = np.mean(probability**2)**2
assert abs(overlap_from_phonons / overlap_from_state - 1) < 2e-3
assert abs(overlap_from_state - 9 / 4) < 1e-8


def boltzmann_mobility(side, temp, speed, count=500, phonon_count=400):
    """Solve the low-field inelastic equation at fixed elastic stiffness.

    The odd response h(k) obeys v(k) = sum of rate * (h(k) - h(k_final)).
    Phonon momentum is the integration variable; k_final follows from energy
    conservation, and h is interpolated linearly there, with h(0) = 0.
    """
    kt = kB * temp
    dk = 3.7 * np.sqrt(2 * mass * kt) / hbar / count
    k = np.arange(1, count + 1) * dk
    start = k[:, None]
    k_sound = mass * speed / hbar
    dp = 40 / side / phonon_count
    p = (np.arange(phonon_count) + 0.5)[None, :] * dp
    row_offset = np.arange(count)[:, None] * (count + 1)
    size = count * (count + 1)
    gain = np.zeros(size)
    total_out = np.zeros(count)
    base = deformation**2 / (8 * np.pi**2 * hbar * stiffness)
    for change in (1, -1):            # absorption, emission
        for direction in (1, -1):     # forward, backward
            if direction == -1:
                threshold = np.maximum(2*start + change*2*k_sound, 0)
            elif change == 1:
                threshold = np.maximum(2*k_sound - 2*start, 0)
            else:
                threshold = np.zeros_like(start)
            q = np.sqrt(threshold**2 + p**2)
            final_sq = start**2 + change * 2 * k_sound * q
            final = np.sqrt(np.maximum(final_sq, (1e-6 * dk)**2))
            transverse_sq = q**2 - (direction * final - start)**2
            allowed = (final_sq > 0) & (transverse_sq >= 0)
            transverse = np.sqrt(np.maximum(transverse_sq, 0))
            shape = np.interp(transverse * side, s_grid,
                              angular_overlap, right=0)
            # N for absorption and N + 1 for emission.
            bose = 1 / np.abs(np.expm1(change * hbar * speed * q / kt))
            rate = np.where(allowed, base * q * bose * shape
                            * k_sound * p * dp / final, 0)
            total_out += rate.sum(axis=1)
            position = np.minimum(final / dk, count)
            lower = np.minimum(position.astype(int), count - 1)
            fraction = position - lower
            index = (row_offset + lower).ravel()
            gain += direction * np.bincount(
                index, (rate * (1 - fraction)).ravel(), minlength=size)
            gain += direction * np.bincount(
                index + 1, (rate * fraction).ravel(), minlength=size)
    collision = -gain.reshape(count, count + 1)[:, 1:]
    collision[np.diag_indices(count)] += total_out
    velocity = hbar * k / mass
    response = np.linalg.solve(collision, velocity)
    weight = np.exp(-(hbar * k)**2 / (2 * mass * kt))
    return (e / kt * np.sum(weight * velocity * response)
            / (0.5 + np.sum(weight)))


mu = formula_mobility(width, temperature)
mu_slow_sound = boltzmann_mobility(width, temperature, sound_speed / 4)
mu_slow_fine = boltzmann_mobility(width, temperature, sound_speed / 4,
                                  1000, 800)
assert abs(mu_slow_fine / mu_slow_sound - 1) < 0.005
assert abs(mu_slow_sound / mu - 1) < 0.02  # finite phonon energy and grid

full_by_temp = {t: boltzmann_mobility(width, t, sound_speed)
                for t in (75.0, 150.0, 200.0, 300.0, 400.0)}
full_narrow = boltzmann_mobility(5 * nm, temperature, sound_speed)
full_wide = boltzmann_mobility(7 * nm, temperature, sound_speed)
temp_exponent = np.log(full_by_temp[400.0] / full_by_temp[200.0]) / np.log(2)
area_exponent = np.log(full_wide / full_narrow) / np.log((7 / 5)**2)
# Real phonon energies make small departures from the ideal exponents.
assert abs(temp_exponent + 0.5) < 0.1
assert abs(area_exponent - 1) < 0.06
assert abs(full_by_temp[300.0] / mu - 1) < 0.1

# Lifetime route and thermal average, also used for added scattering.
area_eff = width**2 / overlap_from_state
t_mid = (np.arange(40000) + 0.5) * 6 / 40000
energies = thermal_energy * t_mid**2
speeds = np.sqrt(2 * energies / mass)
average_weight = t_mid**2 * np.exp(-t_mid**2)
acoustic_strength = deformation**2 * thermal_energy / (stiffness * area_eff)
acoustic_rate = 2 * acoustic_strength / (hbar**2 * speeds)


def mobility_from_rate(rate):
    return e / mass * np.sum(average_weight / rate) / np.sum(average_weight)


assert abs(mobility_from_rate(acoustic_rate) / mu - 1) < 1e-5
thermal_speed = np.sqrt(2 * thermal_energy / mass)
tau_thermal = hbar**2 * thermal_speed / (2 * acoustic_strength)
average_factor = mu * mass / (e * tau_thermal)

# A circular hard-wall wire: same scaling, a slightly different shape factor.
zero = jn_zeros(0, 1)[0]
norm2 = quad(lambda r: r * j0(zero * r)**2, 0, 1)[0]
norm4 = quad(lambda r: r * j0(zero * r)**4, 0, 1)[0]
circle_factor = norm4 / (2 * norm2**2)
assert circle_factor > 1

# Subband occupation, with isotropic and with one heavy transverse mass.
level_unit = hbar**2 * np.pi**2 / (2 * mass * width**2)
splitting = 3 * level_unit
levels = np.arange(1, 30)
heavy_mass = 0.9 * m0


def upper_share(mass_x, mass_y):
    ex = hbar**2 * np.pi**2 * levels**2 / (2 * mass_x * width**2)
    ey = hbar**2 * np.pi**2 * levels**2 / (2 * mass_y * width**2)
    total = ex[:, None] + ey[None, :]
    return 1 - 1 / np.exp(-(total - total[0, 0]) / thermal_energy).sum()


share_isotropic = upper_share(mass, mass)
share_heavy = upper_share(mass, heavy_mass)
width_four_kt = width * np.sqrt(splitting / (4 * thermal_energy))

# Degeneracy for one valley with two spin states.
line_density = 2e7
density_scale = 2 * np.sqrt(mass * thermal_energy / (2 * np.pi * hbar**2))


def fermi_integral(eta):
    return (2 / np.sqrt(np.pi)
            * quad(lambda t: 1 / (1 + np.exp(t*t - eta)), 0, 8)[0])


eta = brentq(lambda z: density_scale * fermi_integral(z) - line_density,
             -12, 4)
degeneracy_ratio = np.log1p(np.exp(eta)) / fermi_integral(eta)

# Leakage through a finite barrier, with a different mass in the barrier.
barrier_height = 3.0 * e
barrier_mass = 0.5 * m0


def inverse_participation(height):
    step = 0.01 * nm
    pad_cells = 200
    well_cells = round(width / step)
    count = well_cells + 2 * pad_cells
    inside = np.zeros(count, dtype=bool)
    inside[pad_cells:pad_cells + well_cells] = True
    local_mass = np.where(inside, mass, barrier_mass)
    link_mass = (local_mass[1:] + local_mass[:-1]) / 2
    hop = hbar**2 / (2 * link_mass * step**2)
    diagonal = np.where(inside, 0.0, height)
    diagonal[:-1] += hop
    diagonal[1:] += hop
    _, state = eigh_tridiagonal(diagonal / e, -hop / e,
                                select='i', select_range=(0, 0))
    return np.sum(state[:, 0]**4) / step


hard_wall_check = inverse_participation(1e5 * e) * width
assert abs(hard_wall_check - 1.5) < 0.01
leakage_ratio = (1.5 / width / inverse_participation(barrier_height))**2

# Nonparabolic transport mass at the bottom of the lowest subband.
nonparabolicity = 0.5 / e
confinement = 2 * level_unit
nonparabolic_ratio = (1 + 4 * nonparabolicity * confinement)**(-0.75)

# Intervalley phonons to one partner valley with the same transverse state.
iv_energy = 0.06 * e
iv_coupling = 1e11 * e
iv_number = 1 / np.expm1(iv_energy / thermal_energy)


def state_density(energy):
    safe = np.maximum(energy, 1e-12 * e)
    return np.where(energy > 0,
                    1 / (np.pi * hbar * np.sqrt(2 * safe / mass)), 0)


iv_rate = (np.pi * iv_coupling**2 * hbar / (density * iv_energy * area_eff)
           * (iv_number * state_density(energies + iv_energy)
              + (iv_number + 1) * state_density(energies - iv_energy)))
intervalley_ratio = mobility_from_rate(acoustic_rate + iv_rate) / mu

# Four independent rough walls with Gaussian correlations.
rough_height = 0.3 * nm
rough_length = 1.5 * nm
wave_numbers = mass * speeds / hbar
rough_spectrum = ((2 * level_unit / width)**2 * rough_height**2
                  * np.pi * rough_length**2 * 1.5 / width
                  * np.exp(-(wave_numbers * rough_length)**2))
rough_rate = 8 * rough_spectrum / (hbar**2 * speeds)
roughness_ratio = mobility_from_rate(acoustic_rate + rough_rate) / mu
sound_field = sound_speed / mu


def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wire width", width / nm, "nm")
show("Temperature", temperature, "K")
show("Mass / free-electron mass", mass / m0)
show("Deformation potential", deformation / e, "eV")
show("Density", density / 1000, "g/cm3")
show("Sound speed", sound_speed / 1000, "km/s")
show("Stiffness", stiffness / 1e9, "GPa")
show("Thermal energy", thermal_energy / e * 1000, "meV")
show("Cross-section area", width**2 / nm**2, "nm2")
show("A times overlap, from state", overlap_from_state, digits=6)
show("A times overlap, from phonon sum", overlap_from_phonons, digits=6)
show("A times overlap, circular wire", circle_factor)
show("Overlap area A_eff", area_eff / nm**2, "nm2")
show("Speed at E = kT", thermal_speed / 1000, "km/s")
show("Relaxation time at E = kT", tau_thermal * 1e12, "ps")
show("Thermal average / time at kT", average_factor, digits=5)
show("Mobility from formula", mu * 1e4, "cm2/Vs")
show("Formula mobility at 150 K",
     formula_mobility(width, 150.0) * 1e4, "cm2/Vs")
show("Formula mobility at doubled area",
     formula_mobility(width * np.sqrt(2), temperature) * 1e4, "cm2/Vs")
show("Slow-sound Boltzmann / formula", mu_slow_sound / mu)
show("Same ratio on finer grid", mu_slow_fine / mu)
for temp in (300.0, 150.0, 75.0):
    show(f"Inelastic Boltzmann / formula at {temp:g} K",
         full_by_temp[temp] / formula_mobility(width, temp))
show("Inelastic temperature exponent, 200-400 K", temp_exponent)
show("Inelastic area exponent, widths 5-7 nm", area_exponent)
show("Subband splitting", splitting / e * 1000, "meV")
show("Width where splitting = 4 kT", width_four_kt / nm, "nm")
show("Upper-subband share, isotropic", share_isotropic * 100, "%")
show("Heavy transverse mass / free mass", heavy_mass / m0)
show("Upper-subband share, heavy axis", share_heavy * 100, "%")
show("Line density", line_density / 100, "1/cm")
show("Fermi level from subband edge / kT", eta)
show("Mobility ratio with degeneracy", degeneracy_ratio)
show("Barrier height", barrier_height / e, "eV")
show("Barrier mass / free mass", barrier_mass / m0)
show("Mobility ratio with leakage", leakage_ratio)
show("Nonparabolicity", nonparabolicity * e, "1/eV")
show("Confinement energy", confinement / e * 1000, "meV")
show("Mobility ratio with nonparabolicity", nonparabolic_ratio)
show("Intervalley phonon energy", iv_energy / e * 1000, "meV")
show("Intervalley coupling", iv_coupling / e / 100, "eV/cm")
show("Mobility ratio with intervalley phonons", intervalley_ratio)
show("Roughness rms height", rough_height / nm, "nm")
show("Roughness correlation length", rough_length / nm, "nm")
show("Mobility ratio with roughness", roughness_ratio)
show("Field where drift = sound speed", sound_field / 100, "V/cm")
print("PASS")
```

Printed output:

```
Wire width: 6 nm
Temperature: 300 K
Mass / free-electron mass: 0.2
Deformation potential: 9 eV
Density: 2.3 g/cm3
Sound speed: 9 km/s
Stiffness: 186.3 GPa
Thermal energy: 25.85 meV
Cross-section area: 36 nm2
A times overlap, from state: 2.25
A times overlap, from phonon sum: 2.25
A times overlap, circular wire: 2.098
Overlap area A_eff: 16 nm2
Speed at E = kT: 213.2 km/s
Relaxation time at E = kT: 0.4104 ps
Thermal average / time at kT: 1.1284
Mobility from formula: 4072 cm2/Vs
Formula mobility at 150 K: 5759 cm2/Vs
Formula mobility at doubled area: 8145 cm2/Vs
Slow-sound Boltzmann / formula: 0.9976
Same ratio on finer grid: 0.9976
Inelastic Boltzmann / formula at 300 K: 0.9829
Inelastic Boltzmann / formula at 150 K: 0.9699
Inelastic Boltzmann / formula at 75 K: 1.032
Inelastic temperature exponent, 200-400 K: -0.4787
Inelastic area exponent, widths 5-7 nm: 1.011
Subband splitting: 156.7 meV
Width where splitting = 4 kT: 7.386 nm
Upper-subband share, isotropic: 0.465 %
Heavy transverse mass / free mass: 0.9
Upper-subband share, heavy axis: 22.59 %
Line density: 2e+05 1/cm
Fermi level from subband edge / kT: -2.271
Mobility ratio with degeneracy: 1.02
Barrier height: 3 eV
Barrier mass / free mass: 0.5
Mobility ratio with leakage: 1.277
Nonparabolicity: 0.5 1/eV
Confinement energy: 104.5 meV
Mobility ratio with nonparabolicity: 0.8674
Intervalley phonon energy: 60 meV
Intervalley coupling: 1e+09 eV/cm
Mobility ratio with intervalley phonons: 0.6983
Roughness rms height: 0.3 nm
Roughness correlation length: 1.5 nm
Mobility ratio with roughness: 0.5155
Field where drift = sound speed: 221 V/cm
PASS
```
